# Spin Change in a Double Landau-Zener Passage: a program that tests the result

```python
"""Double passage through a spin crossing.
Result under test: probability of a spin change in two passes = 1 - P^2,
  P = exp(-2 pi V^2 / (hbar v |F1 - F2|)) = chance to keep the spin in one pass,
valid as a final yield when systems that changed spin do not return.
V: spin coupling; v: speed at the crossing; F1, F2: slopes of the two curves.
Channel 1 is the original spin, channel 2 the other spin.
Returning branches give other laws, which are tested as well.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.integrate import quad
from scipy import constants as const


def keep_probability(coupling, speed, slope_difference, hbar=1.0):
    return np.exp(-2*np.pi*coupling**2/(hbar*speed*slope_difference))


def sweep(couplings, rate, t_start, t_end, steps):
    """Propagator: degenerate levels at zero, last level at energy rate*t."""
    m = len(couplings)
    dt = (t_end - t_start)/steps
    times = t_start + (np.arange(steps) + 0.5)*dt
    ham = np.zeros((steps, m + 1, m + 1), complex)
    ham[:, :m, m] = couplings
    ham[:, m, :m] = np.conj(couplings)
    ham[:, m, m] = rate*times
    energy, vectors = np.linalg.eigh(ham)
    short = (vectors*np.exp(-1j*energy*dt)[:, None, :]) @ np.conj(
        np.swapaxes(vectors, 1, 2))
    total = np.eye(m + 1, dtype=complex)
    for u in short:
        total = u @ total
    return total


def contour_amplitudes(t, coupling, rate):
    """Contour-integral solution, path above the branch point at zero."""
    s = np.linspace(-16, 16, 16001)
    w = 0.5j + s*np.exp(0.25j*np.pi)
    log_w = np.log(-1j*w) + 0.5j*np.pi      # cut on negative imaginary axis
    g = np.exp(-1j*w*t + 0.5j*w**2/rate - 1j*coupling**2/rate*log_w)
    return np.array([np.sum(coupling*g/w), np.sum(g)])*(s[1] - s[0])


def boundary_factor(b):
    """Outgoing or decaying factor per grid step."""
    return b/2 + 1j*np.sqrt(1 - b*b/4 + 0j)


def scatter(energy, x, v1, v2, coupling, kinetic):
    """Wave enters from the left in channel 1; kinetic = hbar^2/(2 mass).
    Returns probabilities: kept spin, changed leaving left, changed right."""
    n = len(x)
    hop = kinetic/(x[1] - x[0])**2
    b = 2 + (np.column_stack([v1, v2]) - energy)/hop
    left, right = boundary_factor(b[0]), boundary_factor(b[-1])
    band = np.zeros((5, 2*n), complex)
    band[0, 2:] = 1
    band[4, :-2] = 1
    band[2] = -b.ravel()
    band[2, :2] += left
    band[2, -2:] += right
    band[1, 1::2] = -coupling/hop
    band[3, 0::2] = -coupling/hop
    source = np.zeros(2*n, complex)
    source[0] = left[0] - 1/left[0]
    psi = solve_banded((2, 2), band, source).reshape(n, 2)
    kept = abs(psi[0, 0] - 1)**2
    out_left = abs(psi[0, 1])**2*left[1].imag/left[0].imag
    out_right = abs(psi[-1, 1])**2*right[1].imag/left[0].imag
    assert abs(kept + out_left + out_right - 1) < 1e-6
    return kept, out_left, out_right


# --- single pass: contour solution against direct propagation
start, end = (contour_amplitudes(t, 0.4, 1.0) for t in (-3.0, 3.0))
moved = sweep([0.4], 1.0, -3.0, 3.0, 12000) @ start
contour_error = np.max(abs(moved - end))/np.max(abs(end))
assert contour_error < 1e-5

# --- single pass: three sublevels crossing one level
sub = np.array([0.10, 0.20j, 0.15])
u4 = sweep(sub, 1.0, -200.0, 200.0, 80000)
p4 = keep_probability(np.linalg.norm(sub), 1.0, 1.0)
single_keep = abs(u4[3, 3])**2
sublevel_change = np.mean(abs(u4[3, :3])**2)
# tolerance: a finite sweep leaves a residual of order coupling/(rate*time)
assert abs(single_keep - p4) < 4e-3
assert abs(sublevel_change - (1 - p4)/3) < 2e-3
print("SINGLE PASS (dimensionless test)")
print(f"contour vs propagation, rel. error: {contour_error:.1e}")
print(f"P, propagated / formula: {single_keep:.4f} / {p4:.4f}")
print(f"triplet mean change, propagated: {sublevel_change:.4f}")
print(f"triplet mean change, (1-P)/3: {(1 - p4)/3:.4f}")

# --- double pass: wave mechanics, hbar = mass = 1, energy 0 at the crossing
step = 0.002
x = -5.5 + step*np.arange(6251)
speed, slope = 30.0, 100.0
curve1 = slope*np.clip(x, -4, 6.5)
flat = np.zeros_like(x)
print("DOUBLE PASS (wave test, hbar = mass = 1)")
for exponent in (0.25, 0.90):
    strength = np.sqrt(exponent*speed*slope/(2*np.pi))
    w = strength*np.exp(-(x/3)**6)
    p = keep_probability(strength, speed, slope)
    e = speed**2/2
    kept, second, first = scatter(e, x, curve1, flat, w, 0.5)
    returning, looping = [], []
    for m in range(13):          # wall shifts span one interference period
        wall_right = np.where(x > 5 + (4*m + 0.5)*step, 1e6, 0.0)
        wall_left = np.where(x < -4.5 - (4*m + 0.5)*step, 1e6, 0.0)
        returning.append(1 - scatter(e, x, curve1, wall_right, w, 0.5)[0])
        looping.append(1 - scatter(e, x, curve1, wall_left, w, 0.5)[0])
    back, loop = np.mean(returning), np.mean(looping)
    # tolerance: speed varies slightly inside the crossing zone
    assert abs(first - (1 - p)) < 0.01
    assert abs(second - p*(1 - p)) < 0.01
    assert abs(1 - kept - (1 - p*p)) < 0.01
    assert abs(back - 2*p*(1 - p)) < 0.01
    assert abs(loop - 2*(1 - p)/(2 - p)) < 0.01
    # thirteen samples can miss the extreme by about two percent
    assert abs(max(returning) - 4*p*(1 - p)) < 0.03
    assert min(returning) < 0.03
    print(f"P = {p:.4f}; below: wave result / formula")
    print(f" changed on pass 1: {first:.4f} / {1 - p:.4f}")
    print(f" changed on pass 2: {second:.4f} / {p*(1 - p):.4f}")
    print(f" total, no return: {1 - kept:.4f} / {1 - p*p:.4f}")
    print(f" both return, mean: {back:.4f} / {2*p*(1 - p):.4f}")
    print(f" both return, max: {max(returning):.4f} / {4*p*(1 - p):.4f}")
    print(f" later crossings: {loop:.4f} / {2*(1 - p)/(2 - p):.4f}")

# --- worked example: CO + triplet CpCo(CO); rough model values
mass_c, mass_h, mass_o, mass_co = 12.011, 1.008, 15.999, 58.933   # u
ligand = mass_c + mass_o
fragment = 6*mass_c + 5*mass_h + mass_o + mass_co
mu_u = ligand*fragment/(ligand + fragment)
mu = mu_u*const.atomic_mass
ev = const.e
hbar_ev = const.hbar/ev
coupling = 0.015                  # eV
slope_t, slope_s = 3.0, -7.0      # eV/nm, triplet and singlet, inward
slope_gap = slope_t - slope_s
barrier = 0.06                    # eV, crossing above separated triplet
energy0 = 0.10                    # eV above the crossing
temperature = 450.0               # K
kt = const.k*temperature/ev


def example_keep(energy):
    v = np.sqrt(2*energy*ev/mu)*1e9           # nm/s
    return keep_probability(coupling, v, slope_gap, hbar_ev)


v0 = np.sqrt(2*energy0*ev/mu)
p0 = example_keep(energy0)
zone = np.sqrt(hbar_ev*v0*1e9/slope_gap)
turn = energy0/slope_t
turn_s = energy0/abs(slope_s)
loop_time = 2*mu*v0*(1/slope_t + 1/abs(slope_s))/(ev*1e9)
period = const.h/ev/loop_time
kinetic = const.hbar**2/(2*mu)/ev*1e18        # eV nm^2


def example_curves(dx):
    grid = np.arange(-0.07, 0.15 + dx/2, dx)
    triplet = np.maximum(slope_t*grid, -barrier)
    return grid, triplet, slope_s*grid, coupling*np.exp(-(grid/0.05)**6)


def wave_change(energies, dx):
    grid, triplet, singlet, w = example_curves(dx)
    return np.array([1 - scatter(en, grid, triplet, singlet, w, kinetic)[0]
                     for en in energies])


de = 0.001
energies = np.arange(-barrier + de/2, 0.40, de)
weight = np.exp(-energies/kt)*de/kt
coarse = np.sum(weight*wave_change(energies, 2e-4))
fine_change = wave_change(energies, 1e-4)
fine = np.sum(weight*fine_change)
below = np.sum((weight*fine_change)[energies < 0])
assert abs(fine - coarse) < 0.01*fine
window = energy0 + period*((np.arange(21) + 0.5)/21 - 0.5)
window_mean = np.mean(wave_change(window, 1e-4))


def thermal(law):
    return quad(lambda z: law(example_keep(z*kt))*np.exp(-z), 0, 40,
                limit=200)[0]


thermal_double = thermal(lambda q: 1 - q*q)
thermal_loop = thermal(lambda q: 2*(1 - q)/(2 - q))
print("EXAMPLE: CO + triplet CpCo(CO), rough model values")
print(f"reduced mass: {mu_u:.2f} u")
print(f"coupling: {coupling*1e3:.1f} meV")
print(f"slopes triplet, singlet: {slope_t:.1f}, {slope_s:.1f} eV/nm")
print(f"crossing above separated triplet: {barrier:.2f} eV")
print(f"energy above crossing: {energy0:.2f} eV")
print(f"speed at crossing: {v0:.0f} m/s")
print(f"exponent 2 pi V^2/(hbar v dF): {-np.log(p0):.4f}")
print(f"P: {p0:.4f}   P^2: {p0**2:.4f}")
print(f"changed on pass 1: {1 - p0:.4f}")
print(f"changed on pass 2: {p0*(1 - p0):.4f}")
print(f"double passage 1-P^2: {1 - p0**2:.4f}")
print("NEGLECTED EFFECTS, same energy")
print(f"with later crossings: {2*(1 - p0)/(2 - p0):.4f}")
print(f"if both branches returned: {2*p0*(1 - p0):.4f}")
print(f"unpolarized triplet (1-P^2)/3: {(1 - p0**2)/3:.4f}")
print(f"crossing zone sqrt(hbar v/dF): {zone:.4f} nm")
print(f"turning distance triplet: {turn:.4f} nm")
print(f"turning distance singlet: {turn_s:.4f} nm")
print(f"interference period: {period:.4f} eV")
print(f"wave result, mean over one period: {window_mean:.4f}")
print(f"THERMAL, {temperature:.0f} K, kT = {kt:.4f} eV")
print("(weight exp(-E/kT)/kT, E from the crossing)")
print(f"1-P^2 averaged: {thermal_double:.4f}")
print(f"later-crossing law averaged: {thermal_loop:.4f}")
print(f"wave result, all energies: {fine:.4f}")
print(f" part from below the crossing: {below:.4f}")
print(f" part from above the crossing: {fine - below:.4f}")
print(f" shift on halving grid step: {fine - coarse:.1e}")
print("tests ok")
```

Running it gives:

```
SINGLE PASS (dimensionless test)
contour vs propagation, rel. error: 1.9e-08
P, propagated / formula: 0.6325 / 0.6341
triplet mean change, propagated: 0.1225
triplet mean change, (1-P)/3: 0.1220
DOUBLE PASS (wave test, hbar = mass = 1)
P = 0.7788; below: wave result / formula
 changed on pass 1: 0.2212 / 0.2212
 changed on pass 2: 0.1722 / 0.1723
 total, no return: 0.3934 / 0.3935
 both return, mean: 0.3461 / 0.3445
 both return, max: 0.6862 / 0.6891
 later crossings: 0.3607 / 0.3623
P = 0.4066; below: wave result / formula
 changed on pass 1: 0.5933 / 0.5934
 changed on pass 2: 0.2412 / 0.2413
 total, no return: 0.8346 / 0.8347
 both return, mean: 0.4823 / 0.4825
 both return, max: 0.9548 / 0.9651
 later crossings: 0.7430 / 0.7448
EXAMPLE: CO + triplet CpCo(CO), rough model values
reduced mass: 23.65 u
coupling: 15.0 meV
slopes triplet, singlet: 3.0, -7.0 eV/nm
crossing above separated triplet: 0.06 eV
energy above crossing: 0.10 eV
speed at crossing: 903 m/s
exponent 2 pi V^2/(hbar v dF): 0.2378
P: 0.7884   P^2: 0.6215
changed on pass 1: 0.2116
changed on pass 2: 0.1668
double passage 1-P^2: 0.3785
NEGLECTED EFFECTS, same energy
with later crossings: 0.3493
if both branches returned: 0.3337
unpolarized triplet (1-P^2)/3: 0.1262
crossing zone sqrt(hbar v/dF): 0.0077 nm
turning distance triplet: 0.0333 nm
turning distance singlet: 0.0143 nm
interference period: 0.0196 eV
wave result, mean over one period: 0.3534
THERMAL, 450 K, kT = 0.0388 eV
(weight exp(-E/kT)/kT, E from the crossing)
1-P^2 averaged: 0.6241
later-crossing law averaged: 0.5653
wave result, all energies: 0.8506
 part from below the crossing: 0.2626
 part from above the crossing: 0.5880
 shift on halving grid step: -4.2e-05
tests ok
```
